# Why measured interface toughness can exceed the work of adhesion

**Q:** I peeled a metal foil from an oxide and measured 7 J/m². Peeling creates two surfaces and destroys an interface, so I take 7 J/m² to be the thermodynamic work of adhesion. What else could the energy have paid for?

**A:** Start with what the thermodynamic quantity means. The work of adhesion is

$$W=\gamma_{\rm film}+\gamma_{\rm substrate}-\gamma_{\rm interface},$$

where each $\gamma$ is a free energy per area. It is the work needed to separate the interface reversibly, in a given environment. Your instrument measures the toughness $\Gamma$, the energy supplied per new cracked area while the crack advances.

Take slow, isothermal growth along the interface, reversible separation at the crack tip, and no energy source besides the load. For an advance $da$ per unit width,

$$\Gamma\,da=W\,da+D\,da .$$

Here $D$ collects the energy dissipated as heat and any elastic energy left locked in the film. The second law makes the dissipated part non-negative. (Heat exchanged reversibly during separation is already accounted for in the free energies.) The locked-in energy is also non-negative if the film began stress-free. Hence $\Gamma\ge W$, with equality when $D=0$. The foil may have been bent plastically at the crack front and straightened again afterwards, and that costs work.

**Q:** But while I pull, the peeled arm is straight again. If it has regained its initial shape, surely the bending work is returned?

**A:** In an elastic foil it is. In a plastic foil, bending and straightening trace different moment–curvature curves, and the area between them is not returned.

We can calculate this for a wide film of thickness $h$, with plane-strain modulus $E'$ and plane-strain yield stress $\sigma_0$. Let its fibres be elastic–perfectly plastic. The arm is long, growth is steady, stretching is neglected, and the film starts without residual stress.

First, what does the load supply? Let $P$ be force per width and $\theta$ the angle between the pulling direction and the debonded substrate surface. When the front advances by $da$ into the bonded part, it carries the arm with it, which shifts the load point by $-da\cos\theta$ along the force. The arm also gains length $da$ along the pulling direction. The load point therefore moves $da(1-\cos\theta)$ along the force. In steady growth the bent region keeps its shape, so

$$\Gamma=P(1-\cos\theta).$$

**Q:** That is the formula I used. Where does the plastic work enter?

**A:** It is hidden in $P$. We need the bending law. At curvature $\kappa$, a fibre at height $y$ from the mid-plane has strain $\kappa y$. The surface first yields when $E'\kappa h/2=\sigma_0$, so define

$$\kappa_e=\frac{2\sigma_0}{E'h},\qquad k=\frac{\kappa}{\kappa_e}.$$

For $k\le1$ the moment per width is $M=E'h^3\kappa/12=\sigma_0h^2k/6$. For $k>1$ an elastic core remains within $|y|<c$, where $c=\sigma_0/(E'\kappa)=h/(2k)$. Adding core and yielded layers gives

$$\begin{aligned}
M&=2\int_0^c E'\kappa y^2dy+2\int_c^{h/2}\sigma_0y\,dy\\
&=\frac{2\sigma_0c^2}{3}+\sigma_0\left(\frac{h^2}{4}-c^2\right)
=\frac{\sigma_0h^2}{4}\left(1-\frac{1}{3k^2}\right).
\end{aligned}$$

With $M_p=\sigma_0h^2/4$, the loading law is $M/M_p=2k/3$ below yield and $1-1/(3k^2)$ above it. The natural energy per area is

$$G_c=M_p\kappa_e=\frac{\sigma_0^2h}{2E'}.$$

**Q:** What decides how sharply the film bends at the front?

**A:** The bonds do: the film must bend hard enough to break them. In the narrow bonded zone, let $v(s)$ be the opening, $v'$ the small slope and $T(v)$ the bond traction. Force and moment balance give $M''=-T$. Multiply by $v'$ and use $\kappa=v''$:

$$Tv'=-M''v'=-(M'v')'+M'\kappa.$$

Integrate from deep inside the bonded region, where everything vanishes, to the tip. The left side becomes $\int T\,dv=W$. At the tip $M'\simeq-P\sin\theta$, as the arm's moment balance below will show. If the slope there is $\phi_0$,

$$W=\int\kappa\,dM+P\phi_0\sin\theta.$$

For very stiff bonds and substrate $\phi_0\to0$. This is the rigid-root limit, in which the film follows the loading curve up to its root curvature $k_r$. Therefore

$$\frac{W}{G_c}=\int_0^{k_r}\frac{2k}{3}\,dk=\frac{k_r^2}{3}\qquad(k_r\le1).$$

Above yield, $d(M/M_p)=2\,dk/(3k^3)$, so

$$\frac{W}{G_c}=\frac13+\int_1^{k_r}\frac{2}{3k^2}\,dk
=1-\frac{2}{3k_r}\qquad(k_r\ge1).$$

Larger $W$ demands a tighter bend. Plastic loss is therefore not a fixed amount added to $W$; it is controlled by $W$.

**Q:** And the force needed to pull such a bend along?

**A:** Follow the free arm. Let $\phi$ be its angle to the substrate, so $\kappa=d\phi/ds$. Moving $ds$ along the arm shortens the lever arm of the pulling force by $\sin(\theta-\phi)\,ds$. Thus

$$\frac{dM}{ds}=-P\sin(\theta-\phi).$$

Multiply by $\kappa\,ds=d\phi$:

$$\kappa\,dM=-P\sin(\theta-\phi)\,d\phi=-P\,d[\cos(\theta-\phi)].$$

The arm goes from $\phi=0$ at the root to $\phi=\theta$ far away, where it is straight. Integrating and reversing the limits on the left,

$$P(1-\cos\theta)=\int_{\rm far}^{\rm root}\kappa\,dM
\quad\text{along the unbending curve}.$$

The far moment need not vanish: holding a plastically bent film straight takes a reverse moment.

To find the unbending curve, reduce the curvature by $\Delta$ from its root value $\kappa_r$. A yielded fibre must change stress by $2\sigma_0$ before it yields the other way, twice the change needed on first loading. So its stress change at strain change $\delta$ is twice the first-loading stress at strain $\delta/2$. A fibre that stayed elastic obeys the same rule. Summing fibres,

$$M_r-M=2M_{\rm load}(\Delta/2).$$

Now integrate by parts. The boundary term vanishes because $M_{\rm load}(0)=0$ at one end and $\kappa_r-\Delta=0$ at the other:

$$\begin{aligned}
\Gamma&=\int_{\Delta=0}^{\kappa_r}(\kappa_r-\Delta)\,d[2M_{\rm load}(\Delta/2)]\\
&=\int_0^{\kappa_r}2M_{\rm load}(\Delta/2)\,d\Delta
=4U(\kappa_r/2),
\end{aligned}$$

where $U(\kappa)=\int_0^\kappa M_{\rm load}\,d\kappa'$ is the work of first bending. From the loading law, $U/G_c=k^2/3$ for $k\le1$. For $k>1$,

$$\frac{U}{G_c}=\frac13+\int_1^k\left(1-\frac{1}{3q^2}\right)dq=k-1+\frac{1}{3k}.$$

Putting $k=k_r/2$ and multiplying by four gives

$$\frac{\Gamma}{G_c}=
\begin{cases}
k_r^2/3,&k_r\le2,\\[2pt]
2k_r-4+8/(3k_r),&k_r\ge2.
\end{cases}$$

**Q:** For $k_r\le1$ your two results agree, so there $\Gamma=W$. My belief is right for an elastic foil?

**A:** Yes, in this model, where film bending is the sole possible loss. The condition is $W\le G_c/3$. For $1<k_r\le2$, subtraction gives

$$\frac{D}{G_c}=\frac{k_r^2}{3}-1+\frac{2}{3k_r}
=\frac{(k_r-1)^2(k_r+2)}{3k_r}>0.$$

The film yields while bending, but straightens without yielding in reverse. For $k_r\ge2$ reverse yielding begins, and

$$\frac{D}{G_c}=2k_r-5+\frac{10}{3k_r}.$$

This equals $2/3$ at $k_r=2$ and rises from there, since its derivative $2-10/(3k_r^2)$ is positive. In both ranges $D$ is the area between the bending and unbending curves.

**Q:** Put numbers to it. My foil is 10 µm of soft iron, peeled at 90°.

**A:** Take rough values: Young modulus 210 GPa, Poisson ratio 0.29, uniaxial yield stress 200 MPa and $W=1$ J/m². In plane strain,

$$E'=\frac{210}{1-0.29^2}=229\ {\rm GPa},\qquad
\sigma_0=\frac{2}{\sqrt3}\,200=231\ {\rm MPa}.$$

The factor $2/\sqrt3$ comes from the von Mises condition for fully developed plastic flow in plane strain. First yield comes slightly earlier, at about 224 MPa. Replacing this gradual yielding by a sharp yield at 231 MPa raises the toughness found below by roughly a tenth. Then $G_c=\sigma_0^2h/(2E')=1.163$ J/m² and $W/G_c=0.860$. This exceeds $1/3$, so the root yields:

$$k_r=\frac{2}{3(1-0.860)}\simeq4.76.$$

The toughness follows:

$$\Gamma=1.163\left(2\times4.755-4+\frac{8}{3\times4.755}\right)
\simeq7.06\ {\rm J/m^2}.$$

So an interface with $W=1$ J/m² can produce your reading. Of the 7.06 J/m², 1.00 separates the interface, 5.31 becomes plastic heat and 0.76 is stored elastically in the foil while the pull holds it straight. At 90° the force per width equals $\Gamma$, so a 10 mm strip needs 70.6 mN.

The bend is not dramatic. Its radius is about 1.04 mm and the surface strain about 0.48 %. Yet most of the supplied energy is dissipated. The pull hides this by holding the arm straight, where the moment is $M_r-2M_{\rm load}(\kappa_r/2)\simeq-0.90M_p$. When you let go, the foil springs back elastically by $1.5\times0.90\,\kappa_e$, into a curl of radius about 4 mm.

**Q:** Could I expose the loss by changing the peel angle? A true material constant should not depend on angle.

**A:** Not reliably. With a rigid root, $W$ fixes $k_r$, and $k_r$ fixes $P(1-\cos\theta)$. Solving the arm equations numerically gives 7.06 J/m² at both 90° and 150°. Agreement between angles does not show that $\Gamma=W$. If the root of a yielding foil rotates, the term $P\phi_0\sin\theta=\Gamma\phi_0\cot(\theta/2)$ helps to break the bonds and lowers the toughness, most strongly at small angles.

Thickness is more revealing. Hold $W$ and the material properties fixed:

| Foil thickness | Toughness |
|---|---|
| 10 µm | 7.06 J/m² |
| 12 µm | 2.56 J/m² |
| 15 µm | 1.42 J/m² |
| 20 µm | 1.06 J/m² |
| 30 µm | 1.00 J/m² |

The interface is the same in every row. A thicker foil supplies the required root energy with less bending relative to yield. For the sharp yield at 231 MPa, setting $W=G_c/3$ gives the elastic threshold

$$h=\frac{6E'W}{\sigma_0^2}=25.8\ \text{µm}.$$

**Q:** What happens if I go thinner than 10 µm?

**A:** The toughness climbs steeply, and then this model stops having a steady solution. However tight the bend, the root energy of a perfectly plastic section, $G_c[1-2/(3k_r)]$, stays below $G_c$. The limit $W=G_c$ falls at

$$h=\frac{2E'W}{\sigma_0^2}=8.6\ \text{µm}.$$

Near it, $k_r$ is large and $\Gamma/G_c\simeq2k_r=4/[3(1-W/G_c)]$, which diverges. That divergence belongs to perfect plasticity with a rigid root. It is not a prediction that a real thin foil has infinite toughness. With hardening, the toughness instead passes through a maximum and falls again for still thinner foils.

**Q:** Suppose I only want to rank surface treatments. A higher toughness still means a higher work of adhesion, doesn't it?

**A:** In this model it does, if the foil and test conditions stay fixed, because both $W$ and $\Gamma$ increase with $k_r$. But the ratio of toughnesses is not the ratio of adhesion energies. For the same 10 µm foil:

| Work of adhesion | Toughness |
|---|---|
| 0.3 J/m² | 0.30 J/m² |
| 0.5 J/m² | 0.53 J/m² |
| 0.8 J/m² | 1.77 J/m² |
| 0.9 J/m² | 3.26 J/m² |
| 1.0 J/m² | 7.06 J/m² |

Doubling $W$ from 0.5 to 1.0 J/m² multiplies $\Gamma$ by about 13. If a treatment also changes the foil's thickness or yield stress, even the ranking can fail.

**Q:** Such sensitivity makes me doubt the 7 J/m² itself. How far should I trust it for real iron?

**A:** Trust the mechanism more than the digits. Real iron hardens, and real roots rotate.

For hardening, let a fraction $\alpha$ of each fibre's stiffness remain elastic, in parallel with the perfectly plastic part. The elastic fraction adds $\alpha k_r^2/3$ to the root energy and no loss; the other contributions are multiplied by $1-\alpha$. With $\alpha=0.01$, the toughness falls to 4.9 J/m².

For root rotation, treat the lower half of the film as an elastic foundation of stiffness $2E'/h$ per area. With bending stiffness $B=E'h^3/12$, the foundation equation $Bv''''+(2E'/h)v=0$ has decay length

$$\ell=\left(\frac{4B}{2E'/h}\right)^{1/4}=\frac{h}{6^{1/4}}.$$

An end loaded by a moment then rotates by about $\phi_0=\kappa_r\ell$. Keeping the term $P\phi_0\sin\theta$ in the root condition gives a rotation of only 0.30°, yet lowers the toughness to 5.5 J/m². The shear term supplies about 3 % of $W$, but near $W=G_c$ a small relief of the bend matters. Both corrections together give 4.4 J/m², 38 % below the simple result and still over four times $W$. For this foundation the rotation estimate is on the high side. It spreads the root curvature over the elastic decay length, whereas in a yielded film the tight curvature is confined closer to the front. Letting the film yield on the same foundation gives about 0.15° and 6.2 J/m² without hardening. The foundation itself is crude: its peak traction, $\sqrt{4E'W/h}\simeq300$ MPa, exceeds the yield stress, and a more compliant substrate or bond layer would let the root rotate more.

The yield stress matters even more. The value 200 MPa suits soft, annealed iron; cold-rolled foil can be much stronger. At 400 MPa, $G_c$ would be four times larger and $W/G_c$ would be 0.215. The model would then give purely elastic peeling and $\Gamma=W$. The work of adhesion is also a rough choice, since it depends on interface chemistry and contamination. Your reading of 7 J/m² therefore does not establish $W=1$ J/m² either. You would need the foil's own stress–strain curve, including reversed loading.

**Q:** My deposited films carry residual stress. Does that spoil the balance too?

**A:** It adds a term. Let the bonded film carry tension $N_r$ per width and the arm carry $P$. On peeling, the film's strain changes by $(P-N_r)/(E'h)$. The extra load work minus the increase in stored stretching energy is

$$\frac{P(P-N_r)}{E'h}-\frac{P^2-N_r^2}{2E'h}
=\frac{(P-N_r)^2}{2E'h}.$$

This must be added to $P(1-\cos\theta)$. For the 10 µm foil with 50 MPa residual tension it is only about 0.053 J/m², but its effect can be much larger. This energy also helps to break the bonds, so the root has to bend less. If the tension is released before the root yields, bending need supply only about 0.947 J/m². The root formula then gives $k_r\simeq3.6$, and $P(1-\cos\theta)$ falls from 7.06 to about 4.5 J/m². With no residual stress, the neglected stretching term is only about $10^{-5}$ J/m². If the root yields before the tension is released, the two processes interact and this simple estimate may not apply.

If a large residual term is omitted, the reported value can even fall below $W$. That would be incomplete accounting, not a violation of $\Gamma\ge W$.

**Q:** Then I will choose a test in which the film stays elastic. Would that guarantee the work of adhesion?

**A:** Not if surfaces rub behind the crack. Consider an elastic strip pulled parallel to a rigid substrate. Its debonded length is $a$, and contact there gives a uniform friction stress $\tau$ opposing slip. The bonded part ahead is unstressed.

Let $N_0$ be the tension per width at the crack tip. Freeing a length $da$ lets it stretch by $N_0da/(E'h)$. The tension does work $N_0^2da/(E'h)$, of which half is stored. The other half breaks bonds:

$$W=\frac{N_0^2}{2E'h},\qquad N_0=\sqrt{2E'hW}.$$

Friction must also be overcome, so the pulling force per width is $F=N_0+\tau a$. Someone who ignores friction would report

$$\Gamma_{\rm app}=\frac{F^2}{2E'h}
=W+\frac{\tau}{E'h}\left(N_0a+\frac{\tau a^2}{2}\right).$$

**Q:** Is that extra term really heat, or merely an error in the formula?

**A:** It is the frictional heat per new cracked area. Measure $x$ from the pulled end. The tension is $N(x)=N_0+\tau(a-x)$, and the displacement relative to the bonded film is

$$u(x)=\int_x^a\frac{N}{E'h}\,dx'
=\frac{N_0(a-x)+\tau(a-x)^2/2}{E'h}.$$

As the crack grows at its critical tip tension, each point slips by $\partial u/\partial a=[N_0+\tau(a-x)]/(E'h)$ per unit advance. The heat is

$$\tau\int_0^a\frac{\partial u}{\partial a}\,dx
=\frac{\tau}{E'h}\left(N_0a+\frac{\tau a^2}{2}\right),$$

which is the excess above.

Take a separate 50 µm iron foil, again with $W=1$ J/m², under 1 MPa contact pressure with friction coefficient 0.3. Then $\tau=0.3$ MPa and $N_0=4.79$ N/mm. After 10 mm of debonding, friction adds $0.3\times10=3.0$ N/mm, so $F=7.79$ N/mm and

$$\Gamma_{\rm app}=1.00\left(\frac{7.79}{4.79}\right)^2
\simeq2.65\ {\rm J/m^2}.$$

Of this, 1.65 J/m² is frictional heat. The largest film stress is 156 MPa, below the 231 MPa yield stress, so the foil is elastic. The apparent toughness grows with $a$, although the interface has not changed. In this model the force $F$ is linear in $a$, so extrapolating $F$ to $a=0$ gives $N_0$ and hence $W$. A straight line through the toughness values would miss $W$, because they follow a curve.

**Q:** So what may I write in my report?

**A:** Write "interface toughness, 7 J/m²", with the foil thickness, peel angle and foil condition. If the separation met the assumptions of the first energy balance, you may add that $W$ is no larger than this. To claim a value for $W$, either calculate and subtract the losses, or show that they are negligible. For bending, first include any residual-stress term: it grows with thickness, and leaving it out would keep the reported value falling. Then repeat the peel with thicker foils of the same material and interface until the toughness has fallen to a steady lower value. A flat maximum among thin foils does not count, because the bending loss is large there. Thick foils need long arms: $P(1-\cos\theta)$ holds only if the arm is several times the bending length $\sqrt{B/P}$, about 2 cm at 30 µm and 5 cm at 50 µm for $W=1$ J/m². An elastic 50 µm foil pulled at 90° through a freely pivoting grip on a 5 cm arm would read about 1.6 J/m², and the error grows with thickness. The arm's weight must also be allowed for: 10 cm of vertical 30 µm iron weighs about 0.2 N per metre of width. The low plateau removes the bending loss; it does not by itself exclude friction or dissipation close to the crack tip.

## Table of computed values

```
Iron Young modulus, rough: 210 GPa
Poisson ratio, rough: 0.29
Uniaxial yield stress, rough: 200 MPa
Plane-strain modulus: 229.3 GPa
Plane-strain yield stress: 230.9 MPa
Peel foil thickness: 10 um
Work of adhesion, rough: 1.00 J/m2
Bending energy scale: 1.163 J/m2
Adhesion / energy scale: 0.860
First-yield curvature: 201.4 1/m
Root curvature / yield curvature: 4.755
Root bend radius: 1.044 mm
Surface bending strain: 0.479 %
Peel toughness: 7.062 J/m2
Toughness / work of adhesion: 7.06
Plastic heat: 5.306 J/m2
Locked-in elastic energy: 0.755 J/m2
Peel strip width: 10 mm
Peel force at 90 degrees: 70.6 mN
Toughness from arm equations, 90 deg: 7.062 J/m2
Toughness from arm equations, 150 deg: 7.062 J/m2
Minimum thickness for this solution: 8.60 um
Elastic peeling above thickness: 25.79 um
Toughness at thickness 12 um: 2.564 J/m2
Toughness at thickness 15 um: 1.419 J/m2
Toughness at thickness 20 um: 1.060 J/m2
Toughness at thickness 30 um: 1.000 J/m2
10 um foil, adhesion 0.3: toughness 0.300 J/m2
10 um foil, adhesion 0.5: toughness 0.530 J/m2
10 um foil, adhesion 0.8: toughness 1.768 J/m2
10 um foil, adhesion 0.9: toughness 3.256 J/m2
With hardening slope 0.01 E': 4.872 J/m2
With root rotation: 5.544 J/m2
Estimated root rotation: 0.298 degrees
With hardening and root rotation: 4.411 J/m2
Peel arm tension: 0.706 MPa
Neglected stretching term: 1.09e-05 J/m2
Trial residual stress: 50 MPa
Residual-stress energy term: 0.053 J/m2
Friction foil thickness: 50 um
Friction coefficient: 0.3
Contact pressure: 1.0 MPa
Friction stress: 0.3 MPa
Debonded length: 10 mm
Crack-tip force per width: 4.788 N/mm
Pulling force per width: 7.788 N/mm
Largest friction-foil stress: 155.8 MPa
Apparent toughness with friction: 2.646 J/m2
Frictional heat per new area: 1.646 J/m2
```
